# Why Twist, Not Deformation Potential, Backscatters Electrons in Armchair Nanotubes

**Question.** A long-wavelength acoustic phonon in a metallic armchair nanotube can shift the energy of every atom it passes, or it can change the hopping between atoms. Why does the energy shift fail to turn a right-moving electron into a left-moving one of the same valley, while the hopping change made by a twist succeeds? And why is the resulting resistivity proportional to temperature?

**Answer.**

## The two movers have opposite mirror parity

Let $x$ run along the axis of an $(n,n)$ tube and $y$ around it. There is one $\pi$ orbital per atom, with nearest-neighbour hopping $-t$, bond length $a$ and circumference $C=3na$. The atoms lie in rings spaced by $b=\sqrt3a/2$. From an A atom, one bond leads to a B atom in the same ring, by $(0,a)$. Two slanted bonds lead to the neighbouring rings, by $(\pm b,-a/2)$.

For states with $m$ phase windings around the tube, the A–B element has magnitude $t|1+2\cos(kb)\,e^{i\phi}|$ with $\phi=\pi m/n$, $m=0,\dots,n-1$. With $c=\cos kb$ its square is $t^2(1+4c\cos\phi+4c^2)$, which is smallest at $c=-\tfrac12\cos\phi$, where it equals $t^2\sin^2\phi$. So the gapless bands have $m=0$, and the next ones start at $t\sin(\pi/n)$. For $m=0$,

$$H(k)=-t\,(1+2\cos kb)\,\sigma_x ,$$

where $\sigma_x$ exchanges A and B within a ring. The bands cross at $kb=\pm2\pi/3$, the two valleys. Put $k=2\pi/(3b)+p$. Then $\cos kb\simeq-\tfrac12-\tfrac{\sqrt3}{2}pb$, and

$$H\simeq\sqrt3\,tb\,p\,\sigma_x=\hbar v\,p\,\sigma_x,\qquad \hbar v=\tfrac32ta .$$

In this valley the right mover is $|R\rangle=(1,1)/\sqrt2$ and the left mover is $|L\rangle=(1,-1)/\sqrt2$. In the other valley the slope changes sign, so there the left mover has $\sigma_x=+1$.

The operator $\sigma_x$ has a geometrical meaning. Reflection in a plane that contains the axis and bisects a ring bond exchanges the A and B atoms of each ring. The movers of one valley are even and odd under this reflection.

## What a scalar potential can do

A deformation potential $V(x)$ has the same value on the A and B atoms of a ring, so it multiplies the unit matrix. With $V_q$ its Fourier component,

$$\langle L|V|R\rangle=\tfrac12V_q\,(1\cdot1-1\cdot1)=0$$

for any momentum transfer $q$. Repeated scattering does not help, because both $V(x)$ and the full $H(k)$ commute with $\sigma_x$. An even electron stays even.

An even left mover does exist, in the other valley. Reaching it requires a momentum transfer near $4\pi/(3b)$ or, since $k$ repeats every $2\pi/b$, near $2\pi/(3b)$ in the opposite direction. A smooth potential lacks both components, but an atomically sharp one contains them. Suppose $V$ acts on one ring. Each parity sector is a simple chain whose on-site Green function near the crossing is $-ib/\hbar v$. The transmitted amplitude is therefore $1/(1+iVb/\hbar v)$, and since $\hbar v/b=\sqrt3t$,

$$R=\frac{1}{1+3t^2/V^2}.$$

For $V=1$ eV and $t=2.7$ eV this is 0.044, and a lattice calculation also gives 0.044. The mirror argument thus excludes reflection by potentials that are uniform around the tube and smooth along it.

## Why twist differs from stretch

Changing the hopping is not sufficient. Stretch changes the two slanted bonds equally, by $\delta t_s$, and the ring bond by $\delta t_r$. At the crossing, where $2\cos kb=-1$, this adds $-(\delta t_r-\delta t_s)\sigma_x$. It moves the crossing along $k$ but conserves parity.

In a twist, atoms are displaced around the tube by $u_y(x)$, with shear strain $\gamma=du_y/dx$. The ends of the forward slanted bond shift relative to each other by $\gamma b$ along $y$. Projected on the bond direction $(\sqrt3/2,-1/2)$, this changes its length by $-\gamma b/2=-\tfrac{\sqrt3}{4}a\gamma$. The backward bond changes by the opposite amount and the ring bond not at all, to first order. The two sublattices also shift relative to each other, which multiplies these changes by a factor $\kappa$.

With $\beta=-d\ln t/d\ln d$ for bond length $d$, the forward hopping becomes $t+\tau$ and the backward one $t-\tau$, where $\tau=\tfrac{\sqrt3}{4}\beta\kappa t\gamma$. The added A–B element is

$$-\tau(e^{ikb}-e^{-ikb})=-2i\tau\sin kb=-i\sqrt3\,\tau ,$$

using $\sin(2\pi/3)=\sqrt3/2$. The A–B element of $\sigma_y$ is $-i$, so

$$\delta H=g\gamma\,\sigma_y,\qquad g=\tfrac34\beta\kappa t .$$

Since $\sigma_y(1,1)/\sqrt2=(-i,i)/\sqrt2$, one finds $\langle L|\sigma_y|R\rangle=-i$: the coupling has full strength. A uniform twist gives $E=\pm\sqrt{(\hbar vp)^2+g^2\gamma^2}$, with gap $2g|\gamma|$. Twist is odd under the mirror and can therefore connect the even mover to the odd one.

The contrast shows in a lattice calculation at 0.1 eV above the crossing. Scalar, stretch and twist perturbations were given the same energy profile: amplitude 0.01 eV, a Gaussian envelope of width $s=30$ nm, and the period that matches backscattering. Scalar and stretch reflect about $10^{-14}$, which is rounding error. Twist reflects 0.330.

The last value can be derived. The resonant half of the cosine couples the movers at the rate $\chi(x)=\Delta(x)/2\hbar v$, where $\Delta(x)$ is the envelope in energy. With phases absorbed, the amplitudes obey $R'=-\chi L$ and $L'=-\chi R$. With no left mover entering at the far end, the reflection is $\tanh^2S$, where $S=\int\chi\,dx=0.01\,s\sqrt{2\pi}/(2\hbar v)=0.65$ ($s$ in nm, $\hbar v=0.575$ eV nm). This gives 0.330.

## How stiff the lattice is against twist

Both $\kappa$ and the sheet shear modulus $G$ follow from a simple elastic model. It has energy $\tfrac12K_s(\delta d)^2$ per bond and $\tfrac12K_ba^2(\delta\theta)^2$ per bond angle. Remove the rigid rotation from the shear and write $s_0=\gamma a/2$. By the mirror symmetry, B shifts relative to A along $x$, by $w$.

The slanted bonds change length by $\mp\tfrac{\sqrt3}{2}(s_0-w)$, so $\kappa=(s_0-w)/s_0$. The ring bond turns by $-(s_0+w)/a$ and each slanted bond by $(s_0+w)/2a$. At each atom two angles therefore change by $\tfrac32(s_0+w)/a$ in magnitude, and one does not change. Adding two slanted bonds and the angles at two atoms gives the energy per cell,

$$U=\tfrac34K_s(s_0-w)^2+\tfrac92K_b(s_0+w)^2 .$$

Setting $dU/dw=0$ gives $\tfrac32K_s(s_0-w)=9K_b(s_0+w)$. Substituting $s_0+w=2s_0-(s_0-w)$ yields

$$\kappa=\frac{12K_b}{K_s+6K_b}.$$

The minimum energy is that of two springs in series, $U=\tfrac12\gamma^2a^2\,\dfrac{9K_sK_b}{K_s+6K_b}$. Equating it to $\tfrac12GA_c\gamma^2$, with cell area $A_c=3\sqrt3a^2/2$, gives

$$G=\frac{2\sqrt3\,K_sK_b}{K_s+6K_b}.$$

## From thermal twist to resistivity

A tube of length $L$ stores the twist energy $\tfrac12GC\int\gamma^2dx$. With $\gamma=\sum_q\gamma_qe^{iqx}$, the pair $(q,-q)$ contributes $GCL|\gamma_q|^2$. It has two real amplitudes, each with mean energy $kT/2$ when $kT$ is well above the phonon energy. Hence

$$\langle|\gamma_q|^2\rangle=\frac{kT}{GCL}.$$

This does not depend on $q$: long waves are soft in displacement, but strain is what couples.

The phonons are slow compared with the electrons, so scattering is nearly elastic. The left-moving branch has density of states $L/(2\pi\hbar v)$, and the golden rule gives the rate from right to left,

$$W=\frac{2\pi}{\hbar}\,g^2\frac{kT}{GCL}\,\frac{L}{2\pi\hbar v}=\frac{g^2kT}{\hbar^2v\,GC}.$$

The backscattering length is $l=v/W$. Since $g/\hbar v=\beta\kappa/(2a)$, the hopping $t$ cancels:

$$\frac1l=\frac{\beta^2\kappa^2\,kT}{4a^2GC}.$$

Let $j_+$ and $j_-$ be the right- and left-moving fluxes in one channel. Backscattering gives $dj_+/dx=dj_-/dx=-(j_+-j_-)/l$, so $j=j_+-j_-$ is constant and $j_+(L)=j_+(0)-jL/l$. Nothing enters from the right, so $j_+(L)=j$, and the transmission is $j/j_+(0)=1/(1+L/l)$. Two spins and two valleys give four channels:

$$R=\frac{h}{4e^2}\Bigl(1+\frac Ll\Bigr),\qquad \rho=\frac{h}{4e^2}\,\frac{\beta^2\kappa^2\,kT}{4a^2GC}.$$

The first term of $R$ is the contact resistance of ideal leads. The second grows with length and is linear in $T$. This addition assumes that electrons lose phase between backscatterings.

The rate was checked by sending electrons through 6000 frozen random twists, 73.8 nm long, with the equipartition variance. The mean reflection was 0.0291 at 300 K and 0.0559 at 600 K. The formula $(L/l)/(1+L/l)$ gives 0.0289 and 0.0561.

## A (10,10) tube at room temperature

Take rough carbon-like values: $t=2.7$ eV, $a=0.142$ nm, $\beta=3$, $K_s=700$ N/m, $K_b=70$ N/m, and a Fermi level 0.1 eV above the crossing. Then $C=4.26$ nm, $\hbar v=0.575$ eV nm, and

$$\kappa=\frac{840}{1120}=0.75,\qquad G=152\ \text{N/m}=946\ \text{eV/nm}^2,\qquad g=4.56\ \text{eV}.$$

At 300 K, $kT=0.02585$ eV, so

$$\frac1l=\Bigl(\frac{4.556}{0.5751}\Bigr)^2\frac{0.02585}{945.9\times4.26}\ \text{nm}^{-1}=4.03\times10^{-4}\ \text{nm}^{-1}.$$

Thus $l\approx2.5$ µm and $\rho=6.45\ \text{k}\Omega/2.48\ \text{µm}\approx2.6$ kΩ/µm, with a slope of 8.7 Ω/(µm K). A 1 µm tube has $R\approx9.1$ kΩ, most of it contact resistance.

## Where the linear law ends

**Low temperature.** Let $\hbar\omega$ be the twist phonon energy at $q=2k_F$, with $k_F$ measured from the crossing, $x=\hbar\omega/kT$, $N$ the phonon occupation, and $f,f'$ the Fermi functions at $E$ and $E+\hbar\omega$. From $f'(1-f)=e^{-x}f(1-f')$ it follows that $f(1-f')=(f-f')(N+1)$. The absorption flux is then $N\int f(1-f')\,dE=\hbar\omega N(N+1)$, and emission contributes the same. The classical total is $(2kT/\hbar\omega)\,kT$. For a uniformly shifted electron distribution, which gives an upper bound on the resistivity in the Boltzmann equation, the linear law is therefore multiplied by

$$x^2N(N+1)=\frac{(x/2)^2}{\sinh^2(x/2)} .$$

For small $x$ this is $1-x^2/12$; for large $x$ it falls as $x^2e^{-x}$, because few phonons are left to absorb, and few electrons have both the energy to emit one and an empty state to fall into. Here $\hbar\omega=3.2$ meV, or 37 K. The factor is 0.75 at 20 K, 0.988 at 100 K and 0.999 at 300 K. At 50 K and above the solved Boltzmann equation lies within about 0.2% of this bound. Below that the bound can be far too high. A right mover at $E$ is joined only to left movers at $E\pm\hbar\omega$, so an absorption followed by re-emission returns the electron to its first direction, and the result depends on whatever other scattering is present. At 20 K, with extra elastic backscattering at 10% or 1% of the linear rate, the twist part is 0.68 or 0.49 of the linear value. The bound is approached only if some other process keeps the distribution uniformly shifted.

**High temperature.** Optical phonons also backscatter by changing the hopping. The zone-centre mode below is odd under the mirror and acts within a valley. The zone-edge mode is even and joins movers of equal parity in opposite valleys. I take rough energies $w_i$ of 0.20 eV (zone centre) and 0.16 eV (zone edge), and write $J=\beta t/a$. These are not the energies of the spring model above, which is too stiff for these modes and gives 0.27 and 0.21 eV. The result below depends exponentially on this choice: with the spring-model energies the increase at 300 K would be 4% instead of 22%.

- At the zone centre, a relative sublattice shift $w$ along $x$ changes the slanted hoppings by $\pm\tfrac{\sqrt3}{2}Jw$, which gives a half-gap $\tfrac32Jw$. The normalized coordinate is $w/\sqrt2$, so the coupling is $M_1=3J/\sqrt2$.
- At the zone edge, one hexagon in three breathes, its atoms moving outward by $u$. Hoppings along the sides of these hexagons change by $-Ju$, and those on the bonds joining them by $2Ju$, giving a half-gap $3Ju$. The pattern is the sum of two waves with opposite wavevectors, each of normalized amplitude $u$, so $M_2=3J$.

The golden rule with carbon mass $m_C$ gives emission lengths $l_i$ from

$$\frac1{l_i}=\frac{M_i^2}{(\hbar v)^2}\,\frac{\hbar^2}{2m_Cw_i}\,\frac{A_c}{C},$$

which are 211 and 84 nm. Few electrons can emit at low bias, but thermal absorption grows quickly. A linearized Boltzmann equation with twist and optical backscattering raises the resistivity above the twist value by less than 0.01% at 100 K, 3% at 200 K and 22% at 300 K. This leaves out mirror-even modes that change an electron's energy without reversing it. The zone-centre mode with the sublattice shift along $y$ does so with the same coupling $M_1$; adding it and the radial breathing mode raises the 300 K figure to 28%. A uniformly shifted distribution, the upper bound, gives 83%. At room temperature the total is then between about 3.2 and 4.8 kΩ/µm, near 3.3 for independent electrons, and the linear law is already bending upward.

**Other limits.** The next subband lies 0.83 eV from the crossing, far beyond thermal reach. The golden rule fails within about $\hbar v/l=0.23$ meV of the crossing, a small part of the thermal window. Frozen disorder would localize electrons in a long tube. Here the phonon phase advances by $\omega l/v\approx14$ rad during one mean free path, which suggests, but does not prove, that interference is lost. This phase is proportional to the electron energy measured from the crossing. At 300 K it drops below 1 rad within about 7 meV of the crossing, so the argument is weaker for an undoped tube.

Coulomb interaction is the least controlled omission. With repulsion energy $U_c$ per unit line density, the charge mode moves at $v\sqrt{1+4U_c/(\pi\hbar v)}$. For a gate 100 nm away and dielectric constant 2.5, $v$ is only 0.25 of that speed. Interactions are strong, and the independent-electron power of $T$ may be modified.

**Real devices.** For metallic tubes 1–2 nm wide, the measured low-bias mean free path at room temperature is roughly 1 µm. Those tubes need not be armchair, and in other metallic tubes stretch can backscatter too, so only the scale can be compared. The twist-only 2.5 µm is longer. Optical phonons reduce it to about 1.9–2.0 µm for independent electrons, and to 1.4 µm at the upper bound. The twist-only length scales as $1/(\beta\kappa)^2$ at fixed $G$: setting $\kappa=1$ gives 1.4 µm, while $\beta=2$ gives 5.6 µm, so the coupling alone leaves it uncertain by about a factor of two in either direction. Real tubes also have defects and imperfect contacts. Atomically sharp defects can join the two valleys or break the mirror symmetry, and so add a resistance that this model does not contain.

The remaining values are in the numerical output below.

## Values computed for the example and the checks

```
tube index n: 10
hopping t: 2.7 eV
bond length a: 0.142 nm
beta: 3
bond stretching K_s: 700 N/m
bond bending K_b: 70 N/m
Fermi level above crossing: 0.1 eV
temperature: 300 K
kT: 0.02585 eV
circumference C: 4.26 nm
hbar v, formula: 0.5751 eV nm
hbar v, full tube: 0.5751 eV nm
velocity v: 8.737e+05 m/s
kappa, formula: 0.75
kappa, minimized: 0.75
shear modulus G, formula: 151.6 N/m
shear modulus G, minimized: 151.6 N/m
shear modulus G: 945.9 eV/nm^2
twist coupling g, formula: 4.556 eV
twist coupling g, full tube: 4.556 eV
scalar overlap left-right, full tube: 6.8e-15
profile amplitude: 0.01 eV
profile Gaussian width: 30 nm
reflection, smooth scalar (size): 8.0e-15
reflection, smooth stretch (size): 9.8e-15
reflection, smooth twist: 0.3299
reflection, twist, tanh^2 formula: 0.3297
reflection, 1 eV on one atomic ring: 0.04377
thermal test length: 73.79 nm
thermal reflection 300 K, lattice: 0.0291
thermal reflection 300 K, formula: 0.0289
thermal reflection 600 K, lattice: 0.0559
thermal reflection 600 K, formula: 0.0561
rms twist strain per link, 300 K: 0.007223
backscattering length l, 300 K: 2483 nm
backscattering rate W, 300 K: 3.518e+11 1/s
h/4e^2: 6.453 kOhm
resistivity, 300 K: 2.599 kOhm/um
resistivity slope: 8.662 Ohm/(um K)
resistance of 1 um tube, 300 K: 9.052 kOhm
twist sound speed: 1.411e+04 m/s
twist phonon energy at 2k_F: 3.229 meV
same energy as temperature: 37.48 K
sound speed over v: 0.01615
phonon-quantum factor, 20 K: 0.7524
phonon-quantum factor, 100 K: 0.9884
phonon-quantum factor, 300 K: 0.9987
optical emission length, zone centre: 211 nm
optical emission length, zone edge: 84.4 nm
resistivity factor with optical, 100 K: 1.0000
resistivity factor with optical, 200 K: 1.0272
resistivity factor with optical, 300 K: 1.2225
next subband edge from crossing: 0.8343 eV
level broadening hbar v/l: 0.232 meV
phonon phase during l/v: 13.9 rad
gate distance: 100 nm
dielectric constant: 2.5
v over charge-mode velocity: 0.25
```
